\section*{Enantiomers Share NMR Shieldings and Couplings; Their Electric-Field Pseudoscalars Change Sign}

\section{A false assignment and a counter-example}

Suppose that two samples of opposite handedness, each in the same achiral solvent, show slightly different proton shifts. If enantiomers could differ in shift, the difference might be read as a label of absolute configuration. It would in fact point to another cause, such as concentration, temperature, an impurity or a chiral component of the medium. The same error can hide a faulty calculation: unequal isotropic shieldings for two mirror-image geometries would be accepted as chemistry.

The belief behind this is that a chiral molecule must imprint its handedness on every molecular property. One chiral molecule, treated together with its mirror image, is enough to refute it. Take HSOH with fixed nuclei, bond lengths S--O 1.66, S--H 1.34 and O--H 0.96~\AA, angles HSO $98^\circ$ and SOH $107^\circ$, and dihedral angle $90^\circ$. These are chosen round values. The dihedral angle makes the structure chiral, and its two protons are inequivalent.

Let $W$ be the molecular energy in a magnetic field $\mathbf B$ and an electric field $\mathbf E$, with nuclear moments $\mathbf m$. The electron-mediated energy defines the shielding tensor $\sigma$ of one nucleus and the coupling tensor $J$ of two nuclear spins $\mathbf I$ and $\mathbf K$:
\begin{equation}
W_\sigma=m_a\sigma_{ab}B_b,\qquad W_J=h\,I_aJ_{ab}K_b .
\end{equation}
Repeated indices are summed. The bare Zeeman energy $-\mathbf m\cdot\mathbf B$ and the direct dipolar coupling are separate terms. In an isotropic liquid without an electric field, rotation leaves $\sigma_{\rm iso}=\sigma_{aa}/3$ and $J_{\rm iso}=J_{aa}/3$. The antisymmetric part of either tensor $T$ is contained in the vector
\begin{equation}
v_c=\tfrac12\epsilon_{abc}T_{ab}.
\end{equation}

Restricted Hartree--Fock theory with the 6-31G** basis and self-consistent response gives the following values. The mirror image was reflected and then rotated, so that its tensor elements differ from the original ones.

\begin{center}
\begin{tabular}{lcc}
Quantity & original & mirror image\\
$\sigma_{\rm iso}$, H on S (ppm) & 113.110 & 113.110\\
$\sigma_{\rm iso}$, H on O (ppm) & 105.926 & 105.926\\
$J_{\rm iso}$, H--H (Hz) & $-4.178$ & $-4.178$\\
$|\mathbf v|$, H on S (ppm) & 2.238 & 2.238\\
$|\mathbf v|$, H on O (ppm) & 0.782 & 0.782\\
$|\mathbf v|$, $J$ (Hz) & 2.626 & 2.626
\end{tabular}
\end{center}

The molecule is chiral, yet both isotropic shieldings, the isotropic coupling and the antisymmetric strengths agree. A further copy was inverted through the origin without rotation. Its full tensors agree with the original ones element by element, to better than $10^{-11}$~ppm and $10^{-12}$~Hz.

The digits show equality within one model; they are not predictions. A proton bound in an ordinary molecule has a shielding of roughly 30~ppm, far below the values above. The calculation uses a single gauge origin, placed at the shielded proton. For the proton on oxygen, moving it by 1~bohr perpendicular to the plane of S, O and the proton on sulfur changes the total tensor by 41\% of the change in its diamagnetic part, measured by tensor norms. In a complete basis the total would not change. The absolute shieldings are therefore strongly affected by the basis. With the origin at the centre of nuclear charge, the same basis gives isotropic shieldings of 25.9 and 33.4~ppm and antisymmetric lengths of 20.4 and 18.4~ppm. The coupling has no gauge origin but moves with the basis: $J_{\rm iso}$ is $-3.5$~Hz in aug-cc-pVDZ and $-3.1$~Hz in uncontracted cc-pVDZ, and its $|\mathbf v|$ is 2.4 and 1.6~Hz. Electron correlation, vibration, torsional motion and solvent are also left out. None of this spoils the comparison, because the defects are the same for both mirror images.

\section{What does change sign}

Now differentiate either tensor with respect to the electric field, at zero field:
\begin{equation}
T^{(1)}_{abc}=\frac{\partial T_{ab}}{\partial E_c},\qquad
P=\tfrac16\epsilon_{abc}T^{(1)}_{abc}.
\label{eq:P}
\end{equation}
For the proton on oxygen, $P=+1.339$~ppm per atomic unit of field in the original and $-1.339$ in the mirror image. For the proton on sulfur the values are $-0.400$ and $+0.400$ in the same unit. For $J$ they are $-0.0431$ and $+0.0431$~Hz per atomic unit of field. The same pair of molecules thus has equal shifts and couplings, and field derivatives of opposite handedness.

\section{The general statement and its proof}

For fixed nuclei and a parity-conserving Hamiltonian, every rotational invariant of $\sigma$ and $J$, including joint invariants of the two, is equal for enantiomers. The invariant $P$ of the first electric-field derivative is opposite. The minute energy difference due to the weak interaction lies outside this assumption.

\subsection{Parity of the energy}

In atomic units the electronic Hamiltonian for nuclear positions $R=\{\mathbf R_N\}$ and charges $Z_N$ is
\begin{equation}
\begin{aligned}
H={}&\sum_i\left\{\tfrac12[\mathbf p_i+\mathbf A(\mathbf r_i)]^2
+\mathbf s_i\cdot[\nabla\times\mathbf A](\mathbf r_i)
+\mathbf E\cdot\mathbf r_i\right\}\\
&+V(r,R)-\sum_N Z_N\mathbf E\cdot\mathbf R_N ,
\end{aligned}
\end{equation}
where $V$ holds all Coulomb energies and the electron $g$ factor is set to 2. With gauge origin $\mathbf G$ and fine-structure constant $\alpha$,
\begin{equation}
\mathbf A(\mathbf r;R)=\tfrac12\mathbf B\times(\mathbf r-\mathbf G)
+\alpha^2\sum_N\frac{\mathbf m_N\times(\mathbf r-\mathbf R_N)}
{|\mathbf r-\mathbf R_N|^3}.
\end{equation}
The parity operator $\Pi$ replaces $\mathbf r_i$ by $-\mathbf r_i$ and $\mathbf p_i$ by $-\mathbf p_i$, and leaves the spins unchanged. Each numerator in $\mathbf A$ is linear in a position difference, so
\begin{equation}
\mathbf A(-\mathbf r;R)=-\mathbf A(\mathbf r;-R),
\label{eq:A}
\end{equation}
with $\mathbf G$ inverted together with the nuclei. The kinetic momentum changes sign as a whole, and its square keeps its form. Taking the curl of (\ref{eq:A}) with respect to $\mathbf r$ gives a second minus sign on the left, from the chain rule:
\begin{equation}
[\nabla\times\mathbf A](-\mathbf r;R)=[\nabla\times\mathbf A](\mathbf r;-R).
\end{equation}
The spin term, including its contact part, therefore also keeps its form. Coulomb energies depend on distances alone. The electronic field term becomes $-\mathbf E\cdot\mathbf r_i$, and the nuclear one can be written as $-Z_N(-\mathbf E)\cdot(-\mathbf R_N)$. Altogether,
\begin{equation}
\Pi H(R;\mathbf m,\mathbf B,\mathbf E)\Pi^{-1}
=H(-R;\mathbf m,\mathbf B,-\mathbf E).
\end{equation}
A unitary transformation preserves eigenvalues, hence
\begin{equation}
W(R;\mathbf m,\mathbf B,\mathbf E)=W(-R;\mathbf m,\mathbf B,-\mathbf E).
\label{eq:W}
\end{equation}

\subsection{Tensors and invariants}

Differentiate (\ref{eq:W}) once with respect to $m_a$ and once with respect to $B_b$, or with respect to two nuclear moments, and set the fields to zero. No sign appears. One further derivative with respect to $E_c$ brings a factor $-1$:
\begin{equation}
T(-R)=T(R),\qquad T^{(1)}(-R)=-T^{(1)}(R).
\label{eq:inv}
\end{equation}
A general mirror image is reached by an orthogonal matrix $Q$ with $\det Q=-1$. Write $Q=-S$, where $S$ is a proper rotation: invert first, then rotate. With (\ref{eq:inv}),
\begin{align}
T'&=STS^{\mathsf T}=(-S)T(-S)^{\mathsf T}=QTQ^{\mathsf T},\\
T^{(1)\prime}_{abc}&=-S_{ai}S_{bj}S_{ck}T^{(1)}_{ijk}
=Q_{ai}Q_{bj}Q_{ck}T^{(1)}_{ijk}.
\end{align}
Let $f(\sigma,J)$ be any function unchanged by proper rotations. The first line shows that the mirror tensors are $S\sigma S^{\mathsf T}$ and $SJS^{\mathsf T}$, which are merely rotated originals. Therefore $f(\sigma',J')=f(\sigma,J)$.

This covers combinations that look chiral. With $D$ the traceless symmetric part of $\sigma$, the triple product $\mathbf v\cdot(D\mathbf v\times D^2\mathbf v)$ resembles a pseudoscalar. All three vectors are axial, however, and inversion leaves each unchanged. Divided by the three vector lengths, it is 0.0567 for the proton on oxygen in both mirror images (the value itself is not converged: aug-cc-pVDZ gives 0.015).

For the third-rank tensor, the determinant identity $\epsilon_{abc}Q_{ai}Q_{bj}Q_{ck}=\det(Q)\,\epsilon_{ijk}$ gives
\begin{equation}
P'=\tfrac16\epsilon_{abc}Q_{ai}Q_{bj}Q_{ck}T^{(1)}_{ijk}
=\det(Q)P=-P .
\end{equation}

Symmetry can make $P$ vanish. If a reflection maps a molecule onto itself and leaves the observed nucleus in place, its shielding obeys $P=-P=0$. If the reflection exchanges two nuclei, it requires opposite values of $P$ at the two sites, not zero at each. For $J$ the order of the nuclei matters: $J^{LK}_{ab}=J^{KL}_{ba}$, so $P_{LK}=-P_{KL}$. A twofold rotation that exchanges $K$ and $L$ also demands $P_{LK}=P_{KL}$. Then $P_{KL}=0$, even in a chiral molecule.

\section{The condition on the medium}

Let $x$ denote a configuration of the surroundings, with probability $p_R(x)$ around the solute $R$. Parity gives the energy of the inverted complex the same value, and the argument above gives $\sigma_{\rm iso}(-R,-x)=\sigma_{\rm iso}(R,x)$. In an achiral medium at equilibrium, $-x$ is an available configuration with $p_{-R}(-x)=p_R(x)$. Hence
\begin{equation}
\begin{aligned}
\langle\sigma_{\rm iso}\rangle_{-R}
&=\sum_x p_{-R}(-x)\,\sigma_{\rm iso}(-R,-x)\\
&=\sum_x p_R(x)\,\sigma_{\rm iso}(R,x)
=\langle\sigma_{\rm iso}\rangle_R .
\end{aligned}
\end{equation}
The same holds for $J_{\rm iso}$. In a chiral medium $-x$ contains solvent molecules of the wrong hand, and the second equality has no basis. The solute counts as part of the medium: in a non-racemic mixture with appreciable association, the two enantiomers meet different partners. Two separate enantiopure samples in an achiral solvent are mirror images as wholes, and their shifts agree. Different shifts of diastereotopic nuclei within one molecule are another matter, since no mirror operation between two samples relates those nuclei.

A model with two contacts shows the pairing. A chiral set of four fixed point charges, called the right cage, and its mirror image, the left cage, are placed near HSOH. The shielding of the proton on oxygen is 105.924~ppm in the right cage and 105.725~ppm in the left one. For the mirror molecule the order is reversed: 105.725 and 105.924~ppm. The averages agree whenever each cage has the same weight around one enantiomer as its mirror image has around the other. The two cages around one molecule need not be equally probable. For the simplest choice, equal weights,
\begin{equation}
\tfrac12(105.924+105.725)=\tfrac12(105.725+105.924)=105.82\ \text{ppm}.
\end{equation}
With the right cage alone the enantiomers differ by 0.20~ppm. The placements are frozen, and in this small basis the difference depends strongly on the gauge origin (0.34~ppm with the origin at the centre of nuclear charge, 0.46~ppm with it at oxygen), so this number does not estimate a solvent effect.

\section{What an electric field does in a liquid}

\subsection{Electronic and orientational parts}

Averaged over all orientations with equal weight, $T^{(1)}$ becomes an isotropic tensor of third rank and must be $\lambda\epsilon_{abc}$. Contraction with $\epsilon_{abc}$, which is unaffected by rotation, gives $6\lambda=6P$, so $\lambda=P$.

A polar molecule is also partly aligned. For dipole moment $\boldsymbol\mu$ and $\mu E\ll kT$, the orientational weight is proportional to $1+\boldsymbol\mu\cdot\mathbf E/kT$. The linear term adds the average of $T_{ab}\mu_cE_c/kT$. By the same reasoning,
\begin{align}
\langle T_{ab}\rangle&=T_{\rm iso}\delta_{ab}+P_T\,\epsilon_{abc}E_c+O(E^2),\\
P_T&=P+\frac{\epsilon_{abc}T_{ab}\mu_c}{6kT}
=P+\frac{\mathbf v\cdot\boldsymbol\mu}{3kT},
\label{eq:PT}
\end{align}
because $\epsilon_{abc}T_{ab}=2v_c$. Here $\mathbf E$ is the field acting on the molecule. The second term also changes sign between enantiomers, since $\mathbf v$ is axial and $\boldsymbol\mu$ is polar. There is no conflict with the equality of invariants: this one contains a polar vector in addition to $T$. It vanishes for a nonpolar molecule, for $\mathbf v\perp\boldsymbol\mu$, and in the limit of high temperature, where it falls as the inverse of the temperature.

For HSOH $\mu=0.7734$~$e$\,bohr, and at 300~K $kT=9.500\times10^{-4}$~hartree. The orientational term is $+80.15$~ppm per atomic unit of field for the proton on oxygen. Equation (\ref{eq:PT}) then gives
\begin{equation}
\begin{aligned}
\mathbf v\cdot\boldsymbol\mu&=3(9.500\times10^{-4})(80.15)=0.228\ \text{ppm}\,e\,\text{bohr},\\
\cos\theta&=\frac{0.228}{(0.782)(0.7734)}=0.38 .
\end{aligned}
\end{equation}
The angle between $\mathbf v$ and $\boldsymbol\mu$ is about $68^\circ$; in the mirror image it is about $112^\circ$. The lengths agree, and handedness resides in the relative direction. The orientational term exceeds the electronic one by a factor of $80.15/1.339\approx60$ here. For the proton on sulfur the ratio of magnitudes is $529.1/0.400\approx1300$. For $J$ the orientational term is $-439.4$~Hz per atomic unit of field, about $10^4$ times the electronic one. These ratios and the angle belong to the 6-31G** calculation with its chosen gauge origin. With the origin at the centre of nuclear charge, the orientational terms of the shieldings change sign, from $+80$ to $-2271$ for the proton on oxygen and from $+529$ to $-4736$ for the proton on sulfur, and the angle goes from $68^\circ$ to $117^\circ$; the electronic terms become $+2.15$ and $-0.394$. In uncontracted cc-pVDZ the two origins still give $+162$ and $-551$ for the proton on oxygen, so even the sign of $P_T$ for a given hand is not established at this level. The orientational term of $J$ is $-340$ in aug-cc-pVDZ and $-314$ in uncontracted cc-pVDZ. The convergence of the electronic terms with the basis is not examined here. The factors are therefore not predictions for the molecule.

An explicit average over orientations, with the full Boltzmann factor and a field of $10^7$~V/m, was compared with the antisymmetric part of the linear law. For all three tensors the vector $\mathbf v$ of the averaged tensor equals $P_T\mathbf E$ with an error of at most $1.7\times10^{-5}$ of the length of $P_T\mathbf E$.

\subsection{Why the lines still coincide}

Insert the averaged shielding into the energy and add the bare Zeeman term:
\begin{equation}
\begin{aligned}
W&=-(1-\sigma_{\rm iso})\mathbf m\cdot\mathbf B
+P_T\,\epsilon_{abc}m_aB_bE_c\\
&=-\mathbf m\cdot\left[(1-\sigma_{\rm iso})\mathbf B-P_T\,\mathbf B\times\mathbf E\right].
\end{aligned}
\label{eq:Weff}
\end{equation}
The second step uses $\epsilon_{abc}m_aB_bE_c=\mathbf m\cdot(\mathbf B\times\mathbf E)$. The chiral term is a magnetic field perpendicular to $\mathbf B$. For $\mathbf E\perp\mathbf B$ and $\sigma_{\rm iso}\ll1$, this term alone changes the frequency by
\begin{equation}
\frac{\Delta\nu}{\nu}\simeq\sqrt{1+P_T^2E^2}-1\simeq\tfrac12P_T^2E^2 ,
\end{equation}
which is blind to the sign of $P_T$. For the proton on oxygen $P_T=1.34+80.15=81.49$~ppm per atomic unit of field. With the atomic unit of field equal to $5.142\times10^{11}$~V/m,
\begin{equation}
P_T=\frac{81.49\times10^{-6}}{5.142\times10^{11}\ \text{V/m}}
=1.585\times10^{-16}\ \text{m/V}.
\end{equation}
At $10^7$~V/m the transverse field is $1.6\times10^{-9}$ of the main one, and $\Delta\nu/\nu=1.3\times10^{-18}$. These sizes inherit the basis-set error of the shielding tensor: with the gauge origin at the centre of nuclear charge, $P_T\approx-4.4\times10^{-15}$~m/V and $\Delta\nu/\nu\approx10^{-15}$. Either value is far below the ordinary $E^2$ shift from partial alignment of the anisotropic shielding, which is $10^{-12}$ to $10^{-10}$ in this model at the same field and is equal for both enantiomers.

The conclusion does not rest on the quadratic estimate. Let $H_s(\mathbf B,\mathbf E)$ be the orientation-averaged spin Hamiltonian in static uniform fields. Rotate all spins by half a turn about an axis perpendicular to both fields. Rotational invariance turns $H_s(\mathbf B,\mathbf E)$ into $H_s(-\mathbf B,-\mathbf E)$. Time reversal changes the sign of $\mathbf B$ and not of $\mathbf E$, which gives $H_s(\mathbf B,-\mathbf E)$. Both operations preserve the energy levels. By parity, $H_s(\mathbf B,-\mathbf E)$ is also the Hamiltonian of the enantiomer in the original field $\mathbf E$. Enantiomers therefore have the same line frequencies, with or without the static electric field.

The argument includes the coupling, whose chiral term is $hP_{T,J}\,\mathbf E\cdot(\mathbf I\times\mathbf K)$. In a two-spin model with deliberately large terms of both kinds, switching on an oblique field moves the levels by up to 0.57~Hz. Reversing the field changes no level within the test limit of $10^{-10}$~Hz.

The sign of $P_T$ can be sought in quantities that are linear in $P_T$. If molecular orientation follows the nuclear precession quasi-statically, (\ref{eq:Weff}) gives a mean electric dipole per molecule
\begin{equation}
\boldsymbol\mu_{\rm ind}=-\frac{\partial W}{\partial\mathbf E}
=-P_T\,\mathbf m\times\mathbf B .
\end{equation}
It rotates with the precessing moment, and its direction at a given phase of the precession is opposite for the two enantiomers. The transverse magnetic field $-P_T\mathbf B\times\mathbf E$ is reversed in the same way. The sign of $P_T$ can thus appear in the direction or phase of a signal. It can also appear in a spin population. Suppose that an electric field oscillates in phase with a resonant magnetic field, with $\mathbf B\times\mathbf E$ along the resonant field, and that molecular orientation follows the electric field. The chiral term then strengthens the magnetic drive for one enantiomer and weakens it for the other, so the same pulse turns their spins by different angles. If the two fields are a quarter of a period apart, their amplitudes add in quadrature and this difference disappears. A line position in static uniform fields does not contain the sign.

\section*{Computed values}
\begin{verbatim}
HSOH bonds S-O, S-H, O-H: 1.66 1.34 0.96 angstrom
angles HSO, SOH, dihedral: 98 107 90 degree
basis functions: 42; integrated electrons: 26.00001
lowest triplet Hessian eigenvalue: 0.1122 hartree
orbital response, finite/formula: 0.999959
spin response, finite/formula: 1.000026
gauge shift 1 bohr, total/diamagnetic change: 0.412
dipole length, original and mirror: 0.77335 0.77335 e bohr
sigma H(S) isotropic, original and mirror: 113.1104 113.1104 ppm
sigma H(S) antisymmetric length, both: 2.2379 2.2380 ppm
sigma H(S) largest element change on inversion: 5.5e-13 ppm
sigma H(S) largest covariance error, rotated: 1.6e-04 ppm
sigma H(O) isotropic, original and mirror: 105.9261 105.9261 ppm
sigma H(O) antisymmetric length, both: 0.7819 0.7819 ppm
sigma H(O) largest element change on inversion: 1.7e-12 ppm
sigma H(O) largest covariance error, rotated: 1.9e-04 ppm
J(HH) isotropic, original and mirror: -4.1775 -4.1775 Hz
J(HH) antisymmetric length, both: 2.6257 2.6257 Hz
J(HH) largest element change on inversion: 8.3e-14 Hz
J(HH) largest covariance error, rotated: 1.6e-05 Hz
sigma H(O) axial triple product, both: 0.0567 0.0567 (no unit)
temperature: 300 K; kT: 9.500435e-04 hartree
sigma H(S) P electronic, both: -0.39954 +0.39971 ppm/a.u. field
sigma H(S) P orientation, both: +529.108 -529.116 ppm/a.u. field
sigma H(O) P electronic, both: +1.33909 -1.33932 ppm/a.u. field
sigma H(O) P orientation, both: +80.153 -80.148 ppm/a.u. field
J(HH) P electronic, both: -0.04312 +0.04314 Hz/a.u. field
J(HH) P orientation, both: -439.415 +439.415 Hz/a.u. field
atomic unit of field: 5.14221e+11 V/m
sigma H(O) P electronic, converted: +2.604e-18 m/V
sigma H(O) P total, converted: +1.585e-16 m/V
orientation average, largest relative error: 1.7e-05
field 1e+07 V/m: transverse/main magnetic field: 1.585e-09
relative frequency change from that tilt: 1.256e-18
spin levels, change on reversing E: 0.0e+00 Hz
spin levels, change on switching E on: 0.5675 Hz
H(O) original in right, left cage: 105.9241 105.7249 ppm
H(O) mirror in right, left cage: 105.7250 105.9242 ppm
H(O) equal-cage averages, both: 105.8245 105.8246 ppm
H(O) difference in right cage only: +0.1991 ppm
\end{verbatim}
